# Trench aspect ratio for a full accelerator layer on the bottom

## Problem

Copper is plated into a long trench of rectangular cross-section, with width $w$ and depth $h$. Its surface carries an accelerator, an adsorbed species that speeds up copper deposition and stays on the surface while the metal grows beneath it. Before plating begins, the accelerator covers the bottom and both sidewalls uniformly. Its coverage, the fraction of a full layer, is $q_0=0.05$.

Suppose that all the accelerator initially inside the trench is swept onto the bottom, whose width remains $w$. At what aspect ratio $A=h/w$ does the bottom coverage rise from 0.05 to one?

Take the trench to be so long that its two end walls can be neglected. Do not count accelerator on the flat surface outside the trench. During the sweep no accelerator arrives from the bath, leaves the surface or is buried in the copper, and what reaches the bottom spreads evenly over it. For a numerical example use $w=100$ nm. Coverage and aspect ratio are pure numbers.

## Hints

**Hint 1.** Coverage is not conserved when the area changes. What is the conserved quantity?

**Hint 2.** Work per unit length of trench. Areas then become lengths in the cross-section. How long is the line formed by the bottom and the two sidewalls?

**Hint 3.** The bottom has accelerator of its own before anything reaches it from the walls.

**Hint 4.** Write the final coverage as a function of $A$ first, and set it equal to one afterwards. The intermediate formula also describes trenches too shallow to give a full layer.

## Full solution

### Counting the accelerator

Let $\Gamma$ be the number of accelerator particles per unit area in a full layer. A surface of area $S$ and coverage $q$ then holds $\Gamma qS$ particles. The number of particles is conserved in the sweep; the coverage changes because the same particles end up on a smaller area.

Consider a length $L$ of trench. The bottom has area $wL$ and each sidewall has area $hL$. The initial number of particles is therefore

$$
N=\Gamma q_0\,(wL+2hL)=\Gamma L\,q_0\,(w+2h).
$$

The factor 2 counts the two sidewalls. After the sweep all $N$ particles lie on the area $wL$ with coverage $q$, so that

$$
N=\Gamma L\,q\,w .
$$

Equating the two expressions and cancelling $\Gamma L$ gives

$$
q\,w=q_0\,(w+2h).
$$

Division by $w$, with $h/w=A$, gives the final coverage

$$
q=q_0\,(1+2A). \tag{1}
$$

The 1 in the bracket is the bottom's own share and $2A$ is the share of the walls. The site density $\Gamma$ has dropped out, and so has the absolute size of the trench: in this model, trenches of the same shape give the same final coverage.

### The critical aspect ratio

Let $A^*$ be the aspect ratio at which $q=1$. Equation (1) becomes

$$
1=q_0+2q_0A^* .
$$

Subtracting $q_0$ from both sides and dividing by $2q_0$ gives

$$
A^*=\frac{1-q_0}{2q_0}=\frac12\left(\frac1{q_0}-1\right). \tag{2}
$$

For $q_0=0.05$,

$$
A^*=\frac12\,(20-1)=9.5 .
$$

**The trench must be 9.5 times as deep as it is wide.** For $w=100$ nm the depth is 950 nm.

The inventory can be followed directly in this example. The bottom and walls together measure $100+2\times950=2000$ nm in the cross-section. At coverage 0.05 they hold as much accelerator as $0.05\times2000=100$ nm of full layer, which is the width of the bottom.

If the bottom's own share were left out, the condition would be $2q_0A=1$, and the result would be $A=10$. The difference of one half does not depend on $q_0$, as equation (2) shows.

### Reading the result

In shallower trenches equation (1) gives a partial layer. The final coverage is 0.15 for $A=1$, 0.25 for $A=2$ and 0.55 for $A=5$. Each additional width of depth adds $2q_0=0.10$ to the coverage.

For $A>A^*$ equation (1) would give $q>1$. A single layer cannot hold that amount, so the accelerator cannot all end up in one layer on the bottom. The excess must remain on the walls, leave the surface, be buried or form something other than a single layer. The present model does not say which.

Two limits help to fix the meaning of equation (2). When $q_0$ approaches one, $A^*$ approaches zero, because the bottom is already nearly full. When $q_0$ is small, $A^*\approx1/(2q_0)$: nearly all the accelerator must come from the walls, and halving the initial coverage slightly more than doubles the required depth.

The sensitivity follows by differentiating equation (2):

$$
\frac{dA^*}{dq_0}=-\frac{1}{2q_0^2}=-\frac{1}{2\,(0.05)^2}=-200 .
$$

A small increase of 0.001 in the initial coverage thus lowers the critical aspect ratio by about 0.2. For larger changes the curvature of equation (2) matters. At $q_0=0.04$ the result is $A^*=12.0$, and at $q_0=0.06$ it is 7.8. The increase of 2.5 on one side is larger than the decrease of 1.7 on the other.

Equation (2) is a statement about inventory. It does not say by what motion the accelerator reaches the bottom, how long this takes, or whether the bottom can really keep its width. The two variations take up these questions.

## Variation 1: a bottom rising between immobile walls

**Question.** Let the sweep be done by the growing copper itself. The bottom rises while the walls stay where they are. At what height does its coverage reach one, and how long does this take if the growth speed depends on coverage as

$$
v(q)=v_0\,(1+gq)\,?
$$

Here $v_0$ is the speed on a bare surface and $g\ge0$ measures the acceleration. At full coverage the speed is $(1+g)v_0$.

**Solution.** The accelerator does not slide down the walls. The rising bottom covers the lower part of each wall, and the accelerator that was there is transferred to the bottom surface. Let $y$ be the height risen. A further rise $dy$ removes a strip of height $dy$ from each wall. With lengths measured in $w$, the bottom width is one and the conservation law reads

$$
dq=2q_0\,dy .
$$

The initial condition is $q=q_0$ at $y=0$. Integration gives

$$
q=q_0\,(1+2y). \tag{3}
$$

This is equation (1) with the height risen in place of the full depth. Coverage one is therefore reached at $y=A^*=9.5$, whatever the value of $g$. Suppose that the flat surface outside the trench also stays where it is, so that the mouth does not move. In a trench with $A=A^*$ the bottom then reaches the mouth at that same moment. Its layer becomes full just as the trench does, so no part of the filling takes place at full coverage. In a deeper trench the bottom saturates with some wall still above it.

The growth law decides the time. Measure time in $w/v_0$, so that $dy/dt=1+gq$. Then

$$
\frac{dq}{dt}=2q_0\frac{dy}{dt}=2q_0\,(1+gq).
$$

For $g>0$, separating the variables and integrating from $q_0$ to one gives

$$
2q_0\,t=\int_{q_0}^{1}\frac{dq}{1+gq}
=\frac1g\ln\frac{1+g}{1+gq_0},
$$

and hence

$$
t=\frac{1}{2q_0g}\ln\frac{1+g}{1+gq_0}. \tag{4}
$$

For $g=0$ the integral is $1-q_0$, so $t=(1-q_0)/(2q_0)=A^*$, as it must be for a bottom moving at unit speed.

With $q_0=0.05$ the time is 9.5 for $g=0$, 3.14 for $g=5$ and 1.23 for $g=19$, all in units of $w/v_0$. For the last value, equation (4) reads $t=\ln(20/1.95)/1.9$. Acceleration shortens the time by a factor of almost eight, but leaves the height unchanged.

There is a difficulty with immobile walls. The same growth law, applied to walls with coverage 0.05 and $g=19$, gives them the speed $1+19\times0.05=1.95$ in units of $v_0$. Each wall has to cross half a width for the trench to close. At a speed above one this takes less than 0.5 in units of $w/v_0$, whereas the bottom needs 1.23 to saturate. If the walls are allowed to grow, the fixed-width calculation cannot describe this case.

## Variation 2: walls that grow inward

**Question.** Let the walls obey the same growth law as the bottom. How far has the bottom risen when its coverage reaches one, for $q_0=0.05$ and $g=19$?

**Solution.** Assume that the bottom stays flat, that the corners stay sharp, and that the bottom keeps all the accelerator it has collected. The trench must be deep enough for some wall to remain above the bottom until saturation.

A flat wall that moves parallel to itself does not change its area per unit height. Its coverage therefore stays at $q_0$, and its speed is constant. With lengths in $w$ and times in $w/v_0$, this speed is

$$
u=1+gq_0 .
$$

Let $s$ be the distance each wall has advanced. The bottom width is then $1-2s$. The bottom has still collected an amount $q_0y$ from each wall, in addition to its initial amount $q_0$. Conservation now requires

$$
(1-2s)\,q=q_0\,(1+2y). \tag{5}
$$

The coverage rises for two reasons: the bottom collects accelerator, and the area that holds it shrinks.

To find $s$ and $y$ separately we need the speeds, $ds/dt=u$ and $dy/dt=1+gq$. Differentiating equation (5) with respect to time gives

$$
(1-2s)\frac{dq}{dt}-2uq=2q_0\,(1+gq).
$$

Moving the second term to the right and collecting the terms proportional to $q$, we obtain

$$
(1-2s)\frac{dq}{dt}=2\left[q_0+(u+gq_0)\,q\right]=2\,(q_0+bq),
\qquad b=1+2gq_0 .
$$

Since $dt=ds/u$, time can be replaced by $s$, and the variables separate:

$$
\frac{dq}{q_0+bq}=\frac{2}{u}\,\frac{ds}{1-2s}.
$$

We integrate from $q=q_0$, $s=0$. The integral of $2\,ds/(1-2s)$ is $-\ln(1-2s)$, so

$$
\frac1b\ln\frac{q_0+bq}{q_0+bq_0}=-\frac1u\ln(1-2s).
$$

Let $\ell$ be the bottom width $1-2s$ at the moment when $q=1$. Multiplying by $-u$ and taking the exponential gives

$$
\ell=\left[\frac{q_0+b}{q_0+bq_0}\right]^{-u/b}. \tag{6}
$$

Equation (5) with $q=1$ then gives the rise:

$$
\ell=q_0\,(1+2y)
\quad\Longrightarrow\quad
y=\frac12\left(\frac{\ell}{q_0}-1\right). \tag{7}
$$

For the stated parameters $u=1.95$ and $b=2.90$. Hence

$$
\ell=\left(\frac{2.95}{0.195}\right)^{-1.95/2.90}=0.161,
\qquad
y=\frac12\left(\frac{0.161}{0.05}-1\right)=1.11 .
$$

In a trench 100 nm wide, the bottom has risen 111 nm. Each wall has advanced by $s=(1-\ell)/2=0.42$ widths, and the time is $s/u=0.215$ in units of $w/v_0$. The rise is smaller than the fixed-width value of 9.5 by a factor of 8.6.

Equation (5) shows where this factor comes from. The coverage has to grow by a factor of 20. Collection from the walls has multiplied the accelerator on the bottom by $1+2y=3.2$, and narrowing has concentrated it by $1/\ell=6.2$. The product of the two is 20. With immobile walls, collection has to supply the whole factor.

### Two limits and a bound

For $g=0$ we have $u=b=1$, and equations (6) and (7) give

$$
\ell=\frac{2q_0}{1+q_0},\qquad
y=\frac{1-q_0}{2(1+q_0)}=s .
$$

Bottom and walls advance equally, and the bottom rises by less than half a width before saturation. The coverage reaches one although the accelerator has no effect on growth. This rests on the assumption that the collected accelerator spreads evenly over the bottom; if it stayed where it was collected, it would pile up at the corners and the middle of the bottom would keep the coverage $q_0$. Within the model, a full layer on the bottom is thus not by itself evidence of superfilling. In this model, flat parallel walls that meet leave a seam along the middle of the trench. To avoid it, the bottom must reach the mouth before the walls meet. For $g=19$, if the bottom moves at the full speed $1+g$ after saturation, it has risen $y+(1+g)\,\ell/(2u)=1.94$ widths when the walls meet. If the flat surface outside the trench grows at the speed $u$ of the walls, the mouth has risen by half a width in that time, and the initial depth that can be filled is smaller by that amount.

For very large $g$, the ratio $u/b$ tends to $1/2$ and the bracket in equation (6) tends to $1/q_0$. Then

$$
\ell\to\sqrt{q_0},\qquad
y\to\frac12\left(\frac1{\sqrt{q_0}}-1\right).
$$

Even extreme acceleration does not restore the fixed-width result, because the accelerator on the walls speeds up their growth too.

This can be shown for every finite $g$. Until saturation $q\le1$, so the ratio of wall speed to bottom speed satisfies

$$
\frac{ds}{dy}=\frac{1+gq_0}{1+gq}\ge\frac{1+gq_0}{1+g}>q_0 .
$$

The last step holds because $(1+gq_0)-q_0(1+g)=1-q_0>0$. Integration gives $s>q_0y$. At saturation equation (5) can be written as

$$
1-q_0=2s+2q_0y>4q_0y,
$$

and therefore

$$
y<\frac{1-q_0}{4q_0}=\frac{A^*}{2}.
$$

Within this growth law, moving walls bring the bottom to full coverage before it has risen half the height required at fixed width. The value 9.5 answers the inventory question with an unchanged bottom. It should not be used as the depth at which a real trench begins to superfill.
